Photoionisation of an electron bound by a zero-range defect potential, part 1

(Sections cited here and not found follow in the second part.)

**The problem**

A point defect in a semiconductor binds one electron by an attraction whose range is far shorter than the extent of the bound state, a delta-potential level. The level lies an energy E_i below the bottom of the conduction band. The band is single, isotropic and parabolic, with effective mass m in units of the free-electron mass, and the same m governs the bound state and the ionised states. The empty defect is neutral, so the departing electron feels no Coulomb tail, and the lattice is held rigid. Weak linearly polarised light of photon energy E travels through the host, which is transparent with refractive index n, and the field at the defect is taken equal to the macroscopic field.

(a) Find the photoionisation cross-section σ(E) in the dipole approximation.
(b) Find the photon energy at which σ is largest, and its value there.
(c) Evaluate the results for the model parameters E_i = 0.05 Ry, m = 0.2, n = 3.

Rydberg atomic units are used: ħ = 1, free-electron mass 1/2, e² = 2 in the Gaussian convention, lengths in bohr, energies in Ry. The kinetic energy in the band is p²/m, a photon of energy E has angular frequency E, and e²/c is the fine-structure constant α, so c = 2/α. Two wave numbers and one ratio recur:

κ² = m E_i,  k² = m (E − E_i),  x = E/E_i

Here k is the wave number of the ejected electron, fixed by k²/m = E − E_i. Adding the first two relations gives

k² + κ² = m E    (1)

**A tempting solution**

From matrix element to cross-section. Let the field be F(t) = F₀ cos Et along z. It adds eF(t)z to the Hamiltonian of an electron of charge −e. Of the two terms in cos Et = (e^{−iEt} + e^{iEt})/2, only the first can conserve energy in absorption. Let the final state f have energy E_f, let z_f = ⟨f|z|ψ⟩, and put Δ = E_f + E_i − E. First-order perturbation theory gives

c_f(t) = −i (eF₀/2) z_f ∫₀^t e^{iΔt'} dt'

|c_f(t)|² = (eF₀/2)² |z_f|² · 4 sin²(Δt/2)/Δ²

The last factor has area 2πt in Δ and width of order 1/t, so for long times it acts as 2πt δ(Δ). The ionisation rate is

W = 2π (eF₀/2)² S(E),  S(E) = Σ_f |z_f|² δ(E_f + E_i − E)

In a non-magnetic medium the magnetic field of a plane wave is nF, the Poynting flux is cnF²/(4π), and its time average is cnF₀²/(8π). A cross-section is a rate per unit flux of photons, and each photon carries energy E, so the photon flux is cnF₀²/(8πE). Dividing,

σ = 2π (e²F₀²/4) S · 8πE/(cnF₀²) = 4π² (e²/c) E S/n

σ(E) = 4π² α E S(E)/n    (2)

The states. The dipole operator involves z alone, and δ³(r) = δ(x)δ(y)δ(z) factorises. The attempt therefore treats the motion along z as a one-dimensional delta well and regards the two transverse motions as spectators. For H = p_z²/m − gδ(z), integrating the Schrödinger equation across z = 0 gives ψ'(0+) − ψ'(0−) = −mgψ(0). The function e^{−κ|z|} has slope jump −2κ, so κ = mg/2, the energy is −κ²/m, and the normalised state is

ψ₁(z) = √κ e^{−κ|z|}

The product zψ₁ is odd, so only odd final states count. They vanish at z = 0, do not feel the well, and are sin kz. On the whole line ∫ sin kz sin k'z dz = π δ(k − k'), and E_f = k²/m gives δ(k − k') = (2k/m) δ(E_f − E_f'). The energy-normalised state is therefore √(m/(2πk)) sin kz, and with such states S is simply the squared matrix element.

Two integrals serve throughout. With D = k² + κ²,

∫₀^∞ e^{−(κ − ik)r} dr = 1/(κ − ik) = (κ + ik)/D    (3)

∫₀^∞ r e^{−(κ − ik)r} dr = 1/(κ − ik)² = (κ² − k² + 2ikκ)/D²    (4)

The imaginary part of (4) gives ∫ z sin kz ψ₁ dz = 2√κ · 2kκ/D² = 4κ^{3/2}k/D². With D = mE from (1),

S₁ = [m/(2πk)] · 16κ³k²/(mE)⁴ = 8mκ³k/[π (mE)⁴]

Inserting this in (2), with κ³k = m² E_i^{3/2}(E − E_i)^{1/2},

σ₁(E) = [32πα/(nm)] E_i^{3/2} (E − E_i)^{1/2}/E³

The shape is (x − 1)^{1/2}/x³. Its logarithmic derivative 1/[2(x − 1)] − 3/x vanishes when x = 6(x − 1), so the attempt puts the peak at x = 6/5.

The attempt even survives a check. For any local potential V, [V, z] = 0 and [p_z, z] = −i give [H, z] = −2ip_z/m, and then [z, [H, z]] = (−2i/m)(i) = 2/m. Written out, the double commutator is 2zHz − z²H − Hz². Its expectation value in the bound state, with a complete set of states inserted, is 2Σ_f (E_f + E_i)|z_f|². Hence ∫E S dE = 1/m when no other bound state is reached, and by (2)

∫σ dE = 4π²α/(nm)    (5)

This is the Thomas–Reiche–Kuhn sum rule. For σ₁, put x = 1/cos²θ, so that x − 1 = tan²θ and dx = 2 tanθ dθ/cos²θ. Then (x − 1)^{1/2}x^{−3}dx = 2 sin²θ cos²θ dθ = (1 − cos 4θ)dθ/4, whose integral from 0 to π/2 is π/8. The area under σ₁ is 32πα/(nm) · π/8 = 4π²α/(nm), as (5) demands.

**Where the fault lies**

Equation (2), the integrals (3) and (4) and the sum rule (5) are correct and are kept. The fault is the reduction to one dimension. A Schrödinger equation separates in Cartesian coordinates when the potential is a sum V(x) + V(y) + V(z), because each term then commutes with the kinetic energies of the other two directions. A product does not separate. The potential actually solved, −gδ(z), does not depend on the transverse coordinates: it is an attractive sheet. For a sheet the transverse momentum is conserved, the state is unconfined in the plane, and σ₁ is the correct cross-section per bound electron for a field normal to the sheet. The numerical check finds its peak by quadrature at x = 1.2000. The sum rule could not expose the error, because it holds for every local potential, the wrong one included.

For a point defect the bound state is confined in all three directions and contains a spread of transverse momenta. The ejected electron can leave in any direction, and the energy E − E_i is shared among three components of k. The number of final states per unit energy then grows as k, where in one dimension it falls as 1/k.

There is a second, deeper fault: the literal potential −gδ³(r) has no lowest level of finite energy. Represent it by a spherical well of depth V₀ and radius a with V₀ · 4πa³/3 = g fixed. The lowest level lies below −V₀ + π²/(ma²), the energy of the state confined entirely within the sphere, because that state is an admissible trial function. As a → 0 the first term grows as a^{−3} and the second only as a^{−2}, so the energy falls without limit. The words "delta-potential level" need a different definition, in which E_i and not g is held fixed.

**The right solution**

The bound state. Take the spherical well again and write ψ = u(r)/(r√(4π)) for the s state, with ∫u²dr = 1. The radial equation is −u''/m + Vu = −E_i u. Inside, u ∝ sin qr with q² = mV₀ − κ². Outside, u = B e^{−κr}. Continuity of u'/u at r = a gives

qa cot qa = −κa

For the well to hold this one level with κ fixed as a → 0, the left side must tend to zero from below. Put qa = π/2 + ε. Then cot qa = −tan ε ≈ −ε, and ε ≈ 2κa/π. So mV₀a² → π²/4: the depth grows as a^{−2} and the volume integral V₀a³ goes to zero. This zero-range limit is the model.

The constant B follows from the norm. Inside, u = B e^{−κa} sin qr/sin qa, and ∫₀^a sin²qr dr = a/2 − sin 2qa/(4q), so

1 = B² e^{−2κa} { [a/2 − sin 2qa/(4q)]/sin²qa + 1/(2κ) }

Here sin²qa = 1 − O(ε²), and sin 2qa/(4q) is of order εa, that is κa². To first order in κa, 1 = B²(1 − 2κa)(1 + κa)/(2κ), and

B² = 2κ [1 + κa + O(κ²a²)]    (6)

In the limit,

u = √(2κ) e^{−κr},  ψ(r) = √(κ/2π) e^{−κr}/r

All that remains of the potential is the boundary condition u'/u = −κ at r = 0. The 1/r singularity of ψ is square-integrable.

The final states: s wave. The free plane wave is not an eigenstate of the defect Hamiltonian, so its use must be justified wave by wave. At energy k²/m the inside wave number is K, with K² = mV₀ + k² = q² + D. For l = 0, u ∝ sin Kr inside and sin(kr + δ₀) outside. Near Ka = π/2 the function K cot Ka has derivative cot Ka − Ka/sin²Ka ≈ −π/2 with respect to K, and dK = d(K²)/(2K) ≈ (a/π) d(K²). Therefore K cot Ka ≈ q cot qa − aD/2 = −κ − aD/2. The outside logarithmic derivative L = u'/u obeys L' = u''/u − L² = −k² − L², so continuing it from a back to the origin adds a(k² + L²) ≈ aD. Since L(0) = k cot δ₀,

k cot δ₀ = −κ + aD/2 + …  → −κ

The s wave scatters strongly even at zero range. It must, in order to be orthogonal to the bound state: by (3), ∫e^{−κr} sin(kr + δ₀)dr = (k cos δ₀ + κ sin δ₀)/D, which vanishes exactly when k cot δ₀ = −κ, whereas the free wave sin kr gives k/D. For a well with κa = 0.02 at k = κ = 0.1 bohr⁻¹ (a = 0.2 bohr, D = 2κ²) the estimate is −0.1 + 0.2 × 0.01 = −0.098 bohr⁻¹, and exact matching gives −0.09802 bohr⁻¹.

The final states: p wave. For l = 1 the free radial equation in s = kr is u'' + (1 − 2/s²)u = 0. Its solutions are

R(s) = sin s/s − cos s,  I(s) = cos s/s + sin s

Differentiating twice, R'' = −sin s/s − 2cos s/s² + 2 sin s/s³ + cos s, which equals −R + 2R/s² term by term; I follows by the exchange sin → cos, cos → −sin, which commutes with differentiation. For small s, R ≈ s²/3 and I ≈ 1/s. For large s, R → sin(s − π/2) and I → cos(s − π/2), so R + tI has phase shift δ₁ with t = tan δ₁. Inside the well u ∝ R(Kr). At Ka = π/2, R = 2/π and R' = cos s/s − sin s/s² + sin s = 1 − 4/π², so the dimensionless logarithmic derivative is

β = a u'/u = (π/2)(1 − 4/π²)/(2/π) = π²/4 − 1

Outside, with w = ka small, u ≈ w²/3 + t/w and a u' ≈ 2w²/3 − t/w. Setting the ratio equal to β gives t(β + 1)/w = (2 − β)w²/3, so

tan δ₁ = (ka)³ (3 − π²/4)/(3π²/4) = γ (ka)³,  γ = 4/π² − 1/3 = 0.0720    (7)

Exact matching at κa = 0.02, k = κ gives 0.0735 for tan δ₁/(ka)³, about 2% above the limit, the size expected of a relative correction of order κa. The p phase shift vanishes as a³. The reason is visible in R ≈ s²/3: the centrifugal term keeps the p wave away from the origin.

Since ψ is spherical and z = r cos θ, the function zψ is pure l = 1, m_l = 0. In the sum S only final states of that symmetry contribute, and in the zero-range limit these coincide with the free states. S may therefore be summed over the complete set of free states in any basis, plane waves included. The s part of a plane wave is wrong for the defect, but its matrix element with zψ is zero by the angular integral. Within the model the plane-wave calculation is exact and is not a Born approximation.

The matrix element. Define φ(k) = ∫e^{−ik·r}ψ d³r. The angular integral of e^{−ikr cos θ} is 4π sin kr/(kr), so with the imaginary part of (3)

φ(k) = √(κ/2π) (4π/k) ∫₀^∞ e^{−κr} sin kr dr = √(κ/2π) · 4π/D = √(8πκ)/D

Because ∂e^{−ik·r}/∂k_z = −iz e^{−ik·r}, multiplying by z is the operation i∂/∂k_z, and ∂(1/D)/∂k_z = −2k_z/D²:

⟨k|z|ψ⟩ = i ∂φ/∂k_z = −2i √(8πκ) k_z/D²    (8)

The momentum form agrees. Taking [H, z] = −2ip_z/m between ⟨k| and |ψ⟩ gives E⟨k|z|ψ⟩ = −(2i/m)k_zφ, that is ⟨k|z|ψ⟩ = −2i√(8πκ)k_z/(mE·D), and mE = D by (1). The agreement depends on one mass fixing both κ and k. With different masses (1) fails, the two forms give different spectra, and the one-band model no longer decides between them.

The sum over final states. Plane waves normalised in a cube of side Λ carry a factor Λ^{−3/2}, and there are Λ³d³k/(2π)³ of them; the volume cancels. The light does not flip the spin, so there is no factor 2. With dE_f = 2k dk/m,

d³k/(2π)³ = k² dk dΩ/(8π³) = mk dE_f dΩ/(16π³)

The delta function removes the E_f integral. The angular integral is ∫k_z²dΩ = k² · 2π∫cos²θ sin θ dθ = 4πk²/3, and the squared modulus of (8) is 32πκk_z²/D⁴. Then

S = (32πκ/D⁴)(4πk²/3)(mk/16π³) = 8mκk³/[3π (mE)⁴]    (9)

since 32 · 4/(3 · 16) = 8/3 and π²/π³ = 1/π.

The partial-wave route gives the same. On the half line ∫₀^∞ sin kr sin k'r dr = (π/2)δ(k − k') = (πk/m)δ(E_f − E_f'), and the normalisation is set by the asymptotic amplitude alone, so the energy-normalised p wave is √(m/(πk)) R(kr). The angular factor is ∫Y₁₀ cos θ Y₀₀ dΩ = (√3/4π)(4π/3) = 1/√3. From (3) and (4),

J_R = ∫₀^∞ R(kr) r e^{−κr}dr = (1/k)(k/D) − (κ² − k²)/D² = 2k²/D²    (10)

and S = (1/3)(m/πk)(2κ)(4k⁴/D⁴), which is (9).

The cross-section. Put (9) in (2): σ = 4π²αE · 8mκk³/(3πn m⁴E⁴) = 32πα κk³/(3n m³E³). With κk³ = m² E_i^{1/2}(E − E_i)^{3/2},

σ(E) = [32πα/(3nm)] E_i^{1/2} (E − E_i)^{3/2}/E³,  E ≥ E_i    (11)

This is the Lucovsky formula and answers (a). In any units, ħ²/m* replaces 2/m, and the prefactor is 16παħ²/(3nm*). A local field F_loc different from the macroscopic F would multiply W, and so σ, by (F_loc/F)², leaving the shape alone if that ratio does not vary over the band.

Dividing (11) by the result of the attempt gives σ/σ₁ = (x − 1)/3 = k²/(3κ²). The momentum amplitude of ψ₁ is 2κ^{3/2}/D by (3), the same 1/D shape as φ, so the dependence of the matrix element on k was not the trouble. The factor k² is the ratio of the densities of states, k against 1/k; the 1/3 is the angular average of cos²θ; and 1/κ² comes from the normalisation constants, κ against κ³.

The photoionisation cross-section of the zero-range level is now established as equation (11), which answers (a). It remains to find its peak, evaluate the results for the model parameters, and examine where they hold and where they fail.
